**Summed contact resistance with one metal and with two**

The program treats contacts with resistance $R=B\,e^{\varphi/E_{00}}$, where $\varphi$ is the barrier, $B$ the prefactor resistance and $E_{00}$ the tunnelling energy. For one metal with $\varphi_n+\varphi_p=E_g$ and equal $B$ and $E_{00}$ on both sides, the sum is least at midgap; two metals with barrier $\delta$ reduce it by $\exp[(E_g/2-\delta)/E_{00}]$. The program integrates the tunnelling exponent across the depletion barrier, minimises the summed resistance numerically, and asserts agreement with the derived optimum and gain. It does the same for the optimum with unequal prefactors and with unequal masses. Further assertions cover the degenerate exponent, the thermal conductance integral, flux conservation in the wave calculation and the count of ballistic modes. For the rough silicon values, the output shows the sum falling from 20.2 kΩ to 1.04 kΩ, a gain of 19.4. Separate estimates with degeneracy, temperature, image force or wave reflection give gains between 7.9 and 18; they are not bounds on the gain of a real device.

## Numerical check

```python
"""
Result under test: one metal with barriers phi_n + phi_p = Eg and contact
resistances R = B exp(phi/E00), equal B and equal E00, has the least R_n + R_p
at phi_n = Eg/2. Two metals with barrier delta to their own bands reduce that
sum by exp((Eg/2 - delta)/E00).
Symbols: B prefactor resistance, E00 tunnelling energy, zeta Fermi energy above
the bulk band edge, N doping, m tunnelling mass, eps permittivity.
Energies are in eV unless a name says otherwise; other quantities are SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, cumulative_trapezoid, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import expit

q, hbar, m0 = const.e, const.hbar, const.m_e

# Rough silicon source/drain values
gap = 1.12
doping = 1e26
eps_rel = 11.7
eps = eps_rel * const.epsilon_0
mass_rel = 0.20
rho_prefactor = 1e-9          # ohm cm2
area_nm2 = 1000.0
delta = 0.20
B = rho_prefactor / (area_nm2 * 1e-14)   # ohm
mid = gap / 2


def tunnelling_energy(N, m_rel):
    return 0.5 * hbar * np.sqrt(N / (m_rel * m0 * eps))


def depletion_width(bending, N):
    return np.sqrt(2 * eps * bending / (q * N))


def action_numeric(phi, m_rel=mass_rel, N=doping, zeta=0.0, image=False):
    """WKB exponent 2*integral(kappa dx) at the Fermi level, and barrier top."""
    width = depletion_width(phi + zeta, N)
    x = np.linspace(1e-9, 1.0, 20001) * width
    above = (phi + zeta) * (1 - x / width)**2 - zeta
    if image:
        above = above - q / (16 * np.pi * eps * x)
    kappa = np.sqrt(2 * m_rel * m0 * q * np.maximum(above, 0)) / hbar
    return 2 * trapezoid(kappa, x), above.max()


def action_formula(energy, phi, zeta, e00):
    top = phi + zeta
    below = np.maximum(top - energy, 0)
    return (np.sqrt(below * top)
            - energy * np.arcsinh(np.sqrt(below / energy))) / e00


def summed_resistance(phi_n, Bn=B, Bp=B, mp=mass_rel):
    return (Bn * np.exp(action_numeric(phi_n)[0])
            + Bp * np.exp(action_numeric(gap - phi_n, mp)[0]))


def best_barrier(**kw):
    return minimize_scalar(lambda p: summed_resistance(p, **kw),
                           bounds=(0.01, gap - 0.01), method="bounded",
                           options={"xatol": 1e-9})


E00 = tunnelling_energy(doping, mass_rel)

# Exponent linear in the barrier
for phi in (0.1, 0.3, 0.56, 0.9):
    assert abs(action_numeric(phi)[0] / (phi / E00) - 1) < 1e-6

# Metal-independent product of resistances
products = [B**2 * np.exp(action_numeric(p)[0] + action_numeric(gap - p)[0])
            for p in (0.15, 0.4, 0.7)]
assert np.allclose(products, B**2 * np.exp(gap / E00), rtol=1e-5)

# Optimum for equal prefactors
best = best_barrier()
R_mid = 2 * B * np.exp(mid / E00)
assert abs(best.x - mid) < 1e-5
assert abs(best.fun / R_mid - 1) < 1e-5

# Optimum for unequal prefactors
ratio_B = 3.0
best_B = best_barrier(Bp=ratio_B * B)
phi_B = mid + 0.5 * E00 * np.log(ratio_B)
assert abs(best_B.x - phi_B) < 1e-5
assert abs(best_B.fun / (np.sqrt(ratio_B) * R_mid) - 1) < 1e-5
penalty_B = summed_resistance(mid, Bp=ratio_B * B) / best_B.fun

# Optimum for unequal tunnelling masses
mass_p = 0.30
Ep = tunnelling_energy(doping, mass_p)
phi_m = (gap / Ep + np.log(E00 / Ep)) / (1 / E00 + 1 / Ep)
assert abs(best_barrier(mp=mass_p).x - phi_m) < 1e-5

# One band-edge metal for both contacts, and two band-edge metals
R_single_edge = summed_resistance(delta)
cosh_factor = np.cosh((mid - delta) / E00)
assert abs(R_single_edge / R_mid / cosh_factor - 1) < 1e-5
R_dual = 2 * B * np.exp(action_numeric(delta)[0])
gain = np.exp((mid - delta) / E00)
assert abs(best.fun / R_dual / gain - 1) < 1e-5
delta_p = 0.30
R_uneven = B * (np.exp(action_numeric(delta)[0])
                + np.exp(action_numeric(delta_p)[0]))
gain_uneven = 2 * np.exp(mid / E00) / (np.exp(delta / E00)
                                       + np.exp(delta_p / E00))
assert abs(best.fun / R_uneven / gain_uneven - 1) < 1e-5

# Degeneracy: rough silicon conduction-band masses, six valleys
m_t, m_l = 0.19, 0.92
m_dos = (36 * m_t**2 * m_l)**(1 / 3)
zeta = hbar**2 * (3 * np.pi**2 * doping)**(2 / 3) / (2 * m_dos * m0 * q)
act_mid = action_numeric(mid, zeta=zeta)[0]
act_edge = action_numeric(delta, zeta=zeta)[0]
for phi, value in ((mid, act_mid), (delta, act_edge)):
    assert abs(action_formula(zeta, phi, zeta, E00) / value - 1) < 1e-4
gain_degenerate = np.exp(act_mid - act_edge)


# Thermal spread: conductance integral over all energies (arbitrary scale)
def conductance(phi, temperature):
    kT = const.k * temperature / q
    energy = np.linspace(1e-6, 2.0, 40001)
    trans = np.exp(-action_formula(energy, phi, zeta, E00))
    occ = expit((zeta - energy) / kT)
    single = trapezoid(trans * occ, energy)
    channels = cumulative_trapezoid(trans, energy, initial=0)
    double = trapezoid(occ * (1 - occ) / kT * channels, energy)
    assert abs(single / double - 1) < 1e-3
    return single


gain_T = {T: conductance(delta, T) / conductance(mid, T) for T in (300, 400)}
scan = np.linspace(0.10, 1.02, 47)
sums = [1 / conductance(p, 300) + 1 / conductance(gap - p, 300) for p in scan]
assert abs(scan[int(np.argmin(sums))] - mid) < 1e-6

# Image force
img_mid, top_mid = action_numeric(mid, zeta=zeta, image=True)
img_edge, top_edge = action_numeric(delta, zeta=zeta, image=True)
assert img_mid < act_mid and img_edge < act_edge
gain_image = np.exp(img_mid - img_edge)

# Wave transmission at normal incidence from a model metal
metal_fermi = 5.0


def wave_transmission(phi, N, check_flux=False):
    width = depletion_width(phi + zeta, N) * 1e9
    c = 2 * mass_rel * m0 * q / hbar**2 * 1e-18      # 1/(eV nm2)
    k = np.sqrt(c * zeta)
    k_metal = np.sqrt(c / mass_rel * metal_fermi)

    def rhs(x, y):
        v = (phi + zeta) * (1 - x / width)**2
        return [y[1], c * (v - zeta) * y[0]]

    sol = solve_ivp(rhs, (width, 0.0), np.array([1.0 + 0j, 1j * k]),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    psi, slope = sol.y[:, -1]
    part = slope / (1j * k_metal * mass_rel)
    incoming, reflected = (psi + part) / 2, (psi - part) / 2
    speed_ratio = (k / mass_rel) / k_metal
    if check_flux:
        flux = abs(incoming)**2 - abs(reflected)**2
        assert abs(flux / speed_ratio - 1) < 1e-5
    return speed_ratio / abs(incoming)**2


T_mid = wave_transmission(mid, doping, True)
T_edge = wave_transmission(delta, doping, True)
gain_wave = T_edge / T_mid
# In a thick barrier the wave result must follow the WKB exponent
thin_E00 = tunnelling_energy(1e24, mass_rel)
wave_change = np.log(wave_transmission(0.46, 1e24)
                     / wave_transmission(0.56, 1e24))
wkb_change = (action_formula(zeta, 0.56, zeta, thin_E00)
              - action_formula(zeta, 0.46, zeta, thin_E00))
assert abs(wave_change / wkb_change - 1) < 0.03

# Ballistic lower limit on a (100) face: count transverse modes in a box
box = 1e-6
n = np.arange(-300, 301)
kx, ky = np.meshgrid(2 * np.pi * n / box, 2 * np.pi * n / box)


def count_modes(ma, mb):
    e = hbar**2 / (2 * m0 * q) * (kx**2 / ma + ky**2 / mb)
    return np.count_nonzero(e < zeta)


modes = 4 * count_modes(m_t, m_l) + 2 * count_modes(m_t, m_t)
rho_floor = box**2 / (2 * q**2 / const.h * modes) * 1e4
mode_mass = (4 * np.sqrt(m_t * m_l) + 2 * m_t) * m0
rho_formula = 2e4 * np.pi**2 * hbar**3 / (q**2 * mode_mass * zeta * q)
assert abs(rho_floor / rho_formula - 1) < 0.01

# Remaining sizes
E_heavy = tunnelling_energy(doping, m_l)
heavy_ratio = np.exp(mid / E00 - mid / E_heavy)
narrowing = 0.10
narrow_factor = np.exp(-narrowing / (2 * E00))
w_mid = depletion_width(mid, doping)
field = 2 * mid / w_mid * 1e-8
pin = 0.1
work_free = 2 * (mid - delta)
kT300 = const.k * 300 / q


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Band gap", gap, "eV")
show("Doping", doping * 1e-6, "cm^-3", ".1e")
show("Relative permittivity", eps_rel, "", ".1f")
show("Tunnelling mass", mass_rel, "m0", ".2f")
show("Resistivity prefactor", rho_prefactor, "ohm cm2", ".1e")
show("Contact area", area_nm2, "nm2", ".0f")
show("Prefactor resistance B", B, "ohm", ".1f")
show("Band-edge metal barrier", delta, "eV")
show("Tunnelling energy E00", E00, "eV", ".4f")
show("Midgap barrier", mid, "eV")
show("Numerical optimum barrier", best.x, "eV", ".5f")
show("Midgap exponent", mid / E00)
show("Band-edge exponent", delta / E00)
show("Midgap resistivity per contact", rho_prefactor * np.exp(mid / E00),
     "ohm cm2", ".2e")
show("Band-edge resistivity per contact",
     rho_prefactor * np.exp(delta / E00), "ohm cm2", ".2e")
show("Summed R, midgap metal", R_mid / 1e3, "kohm")
show("Summed R, one band-edge metal", R_single_edge / 1e3, "kohm", ".1f")
show("One band-edge metal / midgap", cosh_factor)
show("Summed R, two band-edge metals", R_dual / 1e3, "kohm")
show("Gain of two metals", gain, "", ".2f")
show("Formal gain at zero barrier", np.exp(mid / E00), "", ".1f")
show("Uneven case, p barrier", delta_p, "eV")
show("Uneven case, gain", gain_uneven, "", ".2f")
show("Unequal prefactors, Bp/Bn", ratio_B, "", ".1f")
show("Unequal prefactors, best n barrier", phi_B, "eV", ".4f")
show("Unequal prefactors, midgap / best sum", penalty_B)
show("Unequal masses, p mass", mass_p, "m0", ".2f")
show("Unequal masses, p tunnelling energy", Ep, "eV", ".4f")
show("Unequal masses, best n barrier", phi_m, "eV", ".4f")
show("Thermal energy at 300 K", kT300, "eV", ".4f")
show("E00/kT at 300 K", E00 / kT300, "", ".2f")
show("Fermi energy above band edge", zeta, "eV", ".4f")
show("Degenerate exponent, midgap", act_mid)
show("Degenerate exponent, band-edge", act_edge)
show("Gain with degeneracy", gain_degenerate, "", ".2f")
show("Gain, degeneracy and 300 K", gain_T[300], "", ".2f")
show("Gain, degeneracy and 400 K", gain_T[400], "", ".2f")
show("Image-force barrier top, midgap", top_mid, "eV")
show("Image-force barrier top, band-edge", top_edge, "eV")
show("Image-force exponent, midgap", img_mid)
show("Image-force exponent, band-edge", img_edge)
show("Gain, degeneracy and image force", gain_image, "", ".2f")
show("Model metal Fermi energy", metal_fermi, "eV", ".1f")
show("Wave transmission, midgap", T_mid, "", ".4f")
show("Wave transmission, band-edge", T_edge, "", ".4f")
show("Gain from wave transmission", gain_wave, "", ".2f")
show("Ballistic resistivity limit", rho_floor, "ohm cm2", ".2e")
show("Heavy-axis tunnelling mass", m_l, "m0", ".2f")
show("Heavy/light-axis transmission, midgap", heavy_ratio, "", ".4f")
show("Assumed gap narrowing", narrowing, "eV", ".2f")
show("Gain factor from gap narrowing", narrow_factor)
show("Depletion width, midgap", w_mid * 1e9, "nm", ".2f")
show("Mean dopant spacing", doping**(-1 / 3) * 1e9, "nm", ".2f")
show("Interface field, midgap", field, "MV/cm", ".2f")
show("Work-function difference, no pinning", work_free, "eV", ".2f")
show("Assumed pinning slope", pin, "", ".1f")
show("Work-function difference, pinned", work_free / pin, "eV", ".1f")
print("ALL CHECKS PASSED")
```

Printed output:

```
Band gap: 1.120 eV
Doping: 1.0e+20 cm^-3
Relative permittivity: 11.7
Tunnelling mass: 0.20 m0
Resistivity prefactor: 1.0e-09 ohm cm2
Contact area: 1000 nm2
Prefactor resistance B: 100.0 ohm
Band-edge metal barrier: 0.200 eV
Tunnelling energy E00: 0.1214 eV
Midgap barrier: 0.560 eV
Numerical optimum barrier: 0.56000 eV
Midgap exponent: 4.614
Band-edge exponent: 1.648
Midgap resistivity per contact: 1.01e-07 ohm cm2
Band-edge resistivity per contact: 5.20e-09 ohm cm2
Summed R, midgap metal: 20.175 kohm
Summed R, one band-edge metal: 196.4 kohm
One band-edge metal / midgap: 9.734
Summed R, two band-edge metals: 1.039 kohm
Gain of two metals: 19.42
Formal gain at zero barrier: 100.9
Uneven case, p barrier: 0.300 eV
Uneven case, gain: 11.84
Unequal prefactors, Bp/Bn: 3.0
Unequal prefactors, best n barrier: 0.6267 eV
Unequal prefactors, midgap / best sum: 1.155
Unequal masses, p mass: 0.30 m0
Unequal masses, p tunnelling energy: 0.0991 eV
Unequal masses, best n barrier: 0.6276 eV
Thermal energy at 300 K: 0.0259 eV
E00/kT at 300 K: 4.69
Fermi energy above band edge: 0.0740 eV
Degenerate exponent, midgap: 3.850
Degenerate exponent, band-edge: 1.153
Gain with degeneracy: 14.84
Gain, degeneracy and 300 K: 14.80
Gain, degeneracy and 400 K: 13.69
Image-force barrier top, midgap: 0.332 eV
Image-force barrier top, band-edge: 0.020 eV
Image-force exponent, midgap: 3.096
Image-force exponent, band-edge: 0.197
Gain, degeneracy and image force: 18.15
Model metal Fermi energy: 5.0 eV
Wave transmission, midgap: 0.0512
Wave transmission, band-edge: 0.4055
Gain from wave transmission: 7.92
Ballistic resistivity limit: 4.07e-10 ohm cm2
Heavy-axis tunnelling mass: 0.92 m0
Heavy/light-axis transmission, midgap: 0.0051
Assumed gap narrowing: 0.10 eV
Gain factor from gap narrowing: 0.662
Depletion width, midgap: 2.69 nm
Mean dopant spacing: 2.15 nm
Interface field, midgap: 4.16 MV/cm
Work-function difference, no pinning: 0.72 eV
Assumed pinning slope: 0.1
Work-function difference, pinned: 7.2 eV
ALL CHECKS PASSED
```
